# Three-Phonon Electron Loops and Particle-Hole Symmetry in the Holstein Model

**The question**

Electrons on a bipartite lattice, with sublattices A and B, couple to local displacements $x_i$:

$$H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})-\mu\sum_i(n_i-1)+g\sum_i x_i(n_i-1)+H_{\rm ph}.$$

Here $n_i=\sum_\sigma c^\dagger_{i\sigma}c_{i\sigma}$, $t$ is real, and each bond joins A to B. The phonon part $H_{\rm ph}$ is unchanged when all displacements and momenta change sign. Set $\hbar=k_B=1$, $\beta=1/T$ and $V_i=gx_i$. Let $\eta_i=+1$ on A and $-1$ on B.

The label 1 stands for a site and an imaginary time. Averages are taken in the free-electron state with $V=0$, and

$$G_{12}=-\langle T c_1c_2^\dagger\rangle\ \text{(one spin)},\qquad \Gamma_m(1,\dots,m)=\langle T(n_1-1)\cdots(n_m-1)\rangle_{\rm connected}.$$

$\Gamma_m$ is the electron loop with $m$ phonon legs, without the factors of $g$. Times are taken as distinct; for $m\ge2$ coincident times do not contribute to the time integrals used below.

**(a) Express $\Gamma_2$ and $\Gamma_3$ through $G$, with signs and spin factors.**

*Answer.* For a given field $V_i(\tau)$, the electronic partition function generates the connected correlators:

$$\ln\frac{Z_e[V]}{Z_e[0]}=\sum_{m\ge1}\frac{(-1)^m}{m!}\int V_1\cdots V_m\,\Gamma_m(1,\dots,m),$$

where $\int$ includes the site sums. The same quantity follows from the Gaussian fermion integral. Since $G=-(\partial_\tau+h-\mu)^{-1}$, with $h$ the hopping matrix, each spin contributes

$$\det(-G^{-1}+V)=\det(-G^{-1})\det(1-GV).$$

Two spins, and the term $-V_i$ in the coupling $V_i(n_i-1)$, give

$$\ln\frac{Z_e[V]}{Z_e[0]}=\int V_1-2\sum_{m\ge1}\frac1m\,{\rm Tr}(GV)^m .$$

At second order, $\tfrac12\int V_1V_2\Gamma_2=-\int G_{12}V_2G_{21}V_1$, so

$$\Gamma_2(1,2)=-2G_{12}G_{21}.$$

At third order,

$$-\frac16\int V_1V_2V_3\,\Gamma_3=-\frac23\int V_1V_2V_3\,G_{12}G_{23}G_{31}.$$

The product $V_1V_2V_3$ is symmetric, so this fixes the symmetrized kernel. Of the six permutations of the labels, three give back $G_{12}G_{23}G_{31}$ and three give the reversed loop $G_{13}G_{32}G_{21}$. The symmetrized kernel is half their sum. Multiplication by $6\times\frac23=4$ gives

$$\boxed{\Gamma_3=2\,[\,G_{12}G_{23}G_{31}+G_{13}G_{32}G_{21}\,]}$$

The two terms are the two orientations of the electron triangle.

**(b) Use the map $c_{i\sigma}\to\eta_ic^\dagger_{i\sigma}$ to relate $G$ at $\mu$ and $-\mu$. What follows for $\Gamma_3$, and for each orientation?**

*Answer.* On a bond, $\eta_i\eta_j=-1$. The hopping term transforms as

$$-t\,c_i^\dagger c_j\to-t\,\eta_i\eta_j\,c_ic_j^\dagger=t\,c_ic_j^\dagger=-t\,c_j^\dagger c_i .$$

The last step uses $i\neq j$. The result is the Hermitian conjugate term, already present with the same real amplitude, so the hopping is unchanged. For the density, $n_i\to\sum_\sigma c_{i\sigma}c^\dagger_{i\sigma}=2-n_i$, hence $n_i-1\to-(n_i-1)$. The free Hamiltonian at $\mu$ becomes the one at $-\mu$. In particular $\langle n_i\rangle=1$ at $\mu=0$: this is half filling.

Apply the map inside the trace that defines $G$:

$$G_{ij}(\tau;\mu)=-\eta_i\eta_j\langle Tc_i^\dagger(\tau)c_j(0)\rangle_{-\mu}=\eta_i\eta_j\langle Tc_j(0)c_i^\dagger(\tau)\rangle_{-\mu}.$$

The sign changed because two fermion operators were exchanged under time ordering. By the definition of $G$,

$$G_{ij}(\tau;\mu)=-\eta_i\eta_j\,G_{ji}(-\tau;-\mu).$$

In a triangle each $\eta$ occurs twice and drops out, while three minus signs remain:

$$[G_{12}G_{23}G_{31}]_\mu=-[G_{21}G_{32}G_{13}]_{-\mu}.$$

The right side contains the reversed loop. Adding the orientations gives

$$\Gamma_3(\mu)=-\Gamma_3(-\mu),\qquad \boxed{\Gamma_3(\mu=0)=0}$$

for all sites and times. The symmetry makes the orientations cancel; it does not make each one zero.

A four-site ring shows the difference. Its levels are $\varepsilon_k=-2t\cos k=-2t,0,0,2t$. With $f(\varepsilon)=1/(e^{\beta(\varepsilon-\mu)}+1)$, the local function for $|\tau|<\beta$ is

$$G_{00}(\tau)=\frac14\sum_k e^{-(\varepsilon_k-\mu)\tau}\times\begin{cases}-(1-f(\varepsilon_k)),&\tau>0\\ f(\varepsilon_k),&\tau<0.\end{cases}$$

Take $T=0.25t$, all legs on site 0, and times $2.5/t$, $1.0/t$ and 0. The forward triangle is $2G_{00}(1.5/t)G_{00}(1.0/t)G_{00}(-2.5/t)$, and the backward one has all time arguments reversed. At half filling they are $0.0397$ and $-0.0397$. At 1.25 electrons per site, where $\mu=0.274t$ (part d), they are $0.0182$ and $-0.0422$, which leaves $-0.0240$.

**(c) Extend the result to loops with $m$ legs, and to the phonons of the coupled model.**

*Answer.* For $V_i(\tau)$ of any size and time dependence,

$$\frac{Z_e[V]}{Z_e[0]}=\Big\langle T\exp\Big(-\int_0^\beta d\tau\sum_iV_i(\tau)[n_i(\tau)-1]\Big)\Big\rangle .$$

At $\mu=0$ the map changes the sign of each $n_i-1$ and leaves the free state alone. Therefore $Z_e[V]=Z_e[-V]$. Comparing powers of $V$ gives $\Gamma_m=(-1)^m\Gamma_m$: loops with an odd number of legs vanish, and even loops are allowed.

In the coupled model, combine the map with reversal of all phonon displacements and momenta. Then $x_i(n_i-1)$ is invariant, and so is $H$ at $\mu=0$. The thermal state of a finite lattice shares this symmetry, so thermal correlators of an odd number of displacements vanish there. In an infinite system the conclusion requires that the symmetry is not spontaneously broken.

**(d) Find the independent static three-leg loops of the four-site ring. Evaluate them at $T=0.25t$ for 1, 1.25 and 0.75 electrons per site.**

*Answer.* For a static potential, two time integrals give the loop and the third gives a factor $\beta$. With $\Omega=-T\ln Z_e$, the expansion in (a) gives

$$\Gamma_3(i,j,l)=\frac{\partial^3\Omega}{\partial V_i\,\partial V_j\,\partial V_l}\bigg|_{V=0}=2T\sum_\omega[G_{ij}G_{jl}G_{li}+G_{il}G_{lj}G_{ji}](i\omega).$$

Real hopping makes $G_{ij}(i\omega)=G_{ji}(i\omega)$, so the two static orientations are equal. Since their sum vanishes at $\mu=0$, each static orientation vanishes there, unlike the time-dependent ones in (b).

Define $\Gamma_3(q_1,q_2,q_3)=N^{-1}\sum_{ijl}e^{-i(q_1i+q_2j+q_3l)}\Gamma_3(i,j,l)$, with $q_1+q_2+q_3=0$ modulo $2\pi$. Insert $G_{ij}=N^{-1}\sum_ke^{ik(i-j)}/(i\omega-\varepsilon_k+\mu)$. The site sums fix the three electron momenta as $k$, $k+q_1$ and $k+q_1+q_2$.

For distinct energies $a,b,c$, partial fractions turn the frequency sum into

$$\frac{f(a)}{(a-b)(a-c)}+\frac{f(b)}{(b-a)(b-c)}+\frac{f(c)}{(c-a)(c-b)}\equiv f[a,b,c].$$

A convergence constant added to each $f$ drops out, because the three coefficients sum to zero. This is the second divided difference of $f$. It is symmetric in its arguments, and with $f[a,b]=[f(b)-f(a)]/(b-a)$ it obeys

$$f[a,b,c]=\frac{f[b,c]-f[a,b]}{c-a},\qquad f[a,a,b]=\frac{f[a,b]-f'(a)}{b-a},\qquad f[a,a,a]=\tfrac12f''(a).$$

Two spins and two equal orientations give the prefactor $4/N$, which is 1 here:

$$\Gamma_3(q_1,q_2,q_3)=\sum_kf[\varepsilon_k,\varepsilon_{k+q_1},\varepsilon_{k+q_1+q_2}].$$

Label the levels $-2t,0,2t$ by $-,0,+$. Up to permutation of the legs and reflection there are four cases.

For $(0,0,0)$ each $k$ gives $\frac12f''(\varepsilon_k)$:

$$\Gamma_3(0,0,0)=\tfrac12(f''_-+2f''_0+f''_+).$$

For $(0,\pi,\pi)$ the two states at zero energy give $f_0''$. The other two give

$$f[-,-,+]+f[+,+,-]=\frac{f[-,+]-f'_-}{4t}-\frac{f[-,+]-f'_+}{4t}.$$

Hence

$$\Gamma_3(0,\pi,\pi)=f_0''+\frac{f'_+-f'_-}{4t}.$$

For $(0,\pi/2,-\pi/2)$ the terms pair up as

$$f[-,-,0]+f[0,0,-]=\frac{f_0'-f_-'}{2t},\qquad f[0,0,+]+f[+,+,0]=\frac{f_+'-f_0'}{2t}.$$

The slope $f_0'$ cancels:

$$\Gamma_3(0,\tfrac\pi2,-\tfrac\pi2)=\frac{f'_+-f'_-}{2t}.$$

For $(\pi/2,\pi/2,\pi)$ the sum is $2f[-,0,+]+f[0,0,+]+f[0,0,-]$. Its first part is $(f_++f_--2f_0)/(4t^2)$. In the other two terms $f_0'$ cancels, leaving $(f[0,+]-f[-,0])/(2t)$, which has the same value. Thus

$$\Gamma_3(\tfrac\pi2,\tfrac\pi2,\pi)=\frac{f_++f_--2f_0}{2t^2}.$$

At $\mu=0$, $f(-\varepsilon)=1-f(\varepsilon)$. Then $f_++f_-=1$, $f_0=\frac12$, $f'_+=f'_-$, $f''_+=-f''_-$ and $f''_0=0$, so all four loops vanish.

At 1.25 electrons per site the filling condition is $f_-+2f_0+f_+=2.5$. Numerical root finding gives $\mu=0.27406t$ and

$$f_-=0.999888,\qquad f_0=0.749555,\qquad f_+=0.001003.$$

The last loop is then

$$\frac{0.001003+0.999888-2(0.749555)}{2t^2}=-\frac{0.2491}{t^2}.$$

The others use $f'=-\beta f(1-f)$ and $f''=\beta^2f(1-f)(1-2f)$:

- $\Gamma_3(0,0,0)=-1.492/t^2$
- $\Gamma_3(0,\pi,\pi)=-1.500/t^2$
- $\Gamma_3(0,\pi/2,-\pi/2)=-0.00178/t^2$

At 0.75 electrons per site $\mu$ changes sign, and so does each loop.

The third loop is small because it depends on the slopes of $f$ at $\pm2t$, far from $\mu$ on the scale of $T$. The first two are large because the levels at zero energy are partly filled but not half filled, so that $f_0''$ is nonzero and dominates both. If $T\to0$ at fixed filling 1.25, then $f_0\to\frac34$ and both approach $f_0''=-3/(32T^2)$, which diverges. The scale for an expansion in static $V$ is then $T$ rather than $t$. For a uniform $V$ the series converges only out to the nearest pole of $f$; with $\mu\to T\ln3$ this lies at $|V|=T\sqrt{(\ln3)^2+\pi^2}\approx3.3T$, and a low-order cutoff needs $|V|$ well below that. In the same limit the fourth loop stays finite and tends to $-1/(4t^2)$.

Even loops behave differently at half filling. From $\Gamma_2=-2G_{12}G_{21}$, the static two-leg loop is $-(2/N)\sum_kf[\varepsilon_k,\varepsilon_{k+q}]$. At $q=\pi$ and $\mu=0$ it equals

$$\frac{f_--f_+}{4t}-f_0'=\frac{\tanh(\beta t)}{4t}+\frac\beta4=\frac{1.2498}{t}.$$

**(e) Does doping make each loop nonzero at every filling? Is half filling enough to remove the odd loops?**

*Answer.* Neither holds. At $T>0$ the four expressions in (d) are analytic functions of real $\mu$, and none is identically zero. Any zeros are therefore isolated, but this alone does not confine them to $\mu=0$.

At low enough temperature, including $T=0.25t$, the uniform loop does vanish at finite doping. Since $\Gamma_3(0,0,0)=\partial^2n/\partial\mu^2$, with $n$ the filling per site, it vanishes where the compressibility $\partial n/\partial\mu$ is stationary. For $\mu$ between the levels 0 and $2t$, and several $T$ away from both, keep the leading exponential tails:

$$f_0''\approx-\beta^2e^{-\beta\mu},\qquad f_+''\approx\beta^2e^{-\beta(2t-\mu)},\qquad f_-''\approx0.$$

The condition $2f_0''+f_+''=0$ gives $\mu\approx t+\frac T2\ln2\approx1.09t$. The corresponding root of the full expression is $\mu=1.0936t$, at filling 1.5005. There $\Gamma_3(\pi/2,\pi/2,\pi)=-0.4746/t^2$, so the three-leg vertex as a whole has not vanished. (This root is a minimum of the compressibility; the uniform loop has a second zero near $\mu=2t$, where the compressibility has a maximum.) As $T\to0$ with $\mu$ inside this gap, $f_-=f_0=1$ and $f_+=0$. This loop then tends to $-1/(2t^2)$, while the other three vanish exponentially. In a completely empty or full band all four vanish.

Half filling without the symmetry is not enough. A hopping $-t'$ within one sublattice has $\eta_i\eta_j=+1$ and changes sign under the map. A staggered potential $\Delta\eta_i(n_i-1)$, such as a frozen charge-density wave produces, also changes sign. In either case the cancellation in (b) is lost.

Numerical third derivatives of $\Omega$ at $T=0.25t$ and filling 1 show the size of the effect. Diagonal hopping $t'=0.2t$ across the ring, with $\mu$ readjusted to keep the filling, gives a largest site element of magnitude $0.097/t^2$. A staggered potential $\Delta=0.3t$ gives $0.605/t^2$.

In the staggered case a related symmetry remains: the map followed by a translation through one site. It requires $\Gamma_3(i+1,j+1,l+1)=-\Gamma_3(i,j,l)$. The elements alternate between sublattices, and the uniform loop still vanishes.

**(f) The ring is given the static potential $V_i=A\cos(\pi i/2)+B\cos(\pi i)$. Find the cubic term in $\Omega$ at fixed $\mu$, and interpret its sign for $A=B=0.1t$ at the $\mu$ of filling 1.25.**

*Answer.* The cubic term is $\frac16\sum_{ijl}\Gamma_3(i,j,l)V_iV_jV_l$. The Fourier amplitudes are $v_{\pm\pi/2}=A/2$ and $v_\pi=B$. Momentum conservation leaves $(\pi/2,\pi/2,\pi)$ and $(-\pi/2,-\pi/2,\pi)$, each in three orders and with equal loops by reflection. The site sums give $N=4$, so

$$\Omega_3=\frac46\times6\times\frac{A^2}{4}B\,\Gamma_3(\tfrac\pi2,\tfrac\pi2,\pi)=A^2B\,\Gamma_3(\tfrac\pi2,\tfrac\pi2,\pi).$$

For the given amplitudes,

$$\Omega_3=(0.1t)^3\times(-0.2491/t^2)=-2.49\times10^{-4}t.$$

Diagonalizing the ring with $V$ and with $-V$ gives the full odd part, $[\Omega(V)-\Omega(-V)]/2=-2.41\times10^{-4}t$. There is no linear term, because $\sum_iV_i=0$ and the undistorted density is uniform. The difference, about 3% of the cubic term, is therefore the contribution of fifth and higher odd orders.

The pattern on sites 0 to 3 is $V=(0.2,-0.1,0,-0.1)t$. At this $\mu$ it has a lower electronic $\Omega$ than its reverse. The phonon potential energy is even and does not alter the comparison. At half filling the two patterns have equal $\Omega$ by (c). Doping thus makes the adiabatic potential distinguish this pattern from its reverse. Moving the pattern by two sites reverses $A$ alone, so within this form reversing $V$ is equivalent to reversing $B$. What is preferred is the sign of $B$ relative to the position of the other wave: moving the pattern by one site reverses $B$, turns $\cos(\pi i/2)$ into $\sin(\pi i/2)$, and leaves $\Omega$ unchanged.

These values describe free electrons in a prescribed static potential. Phonon corrections to the electron lines are left out, and the sizes belong to a four-site ring with discrete levels, not to a bulk band. The cancellation in (b) and the evenness in (c) hold on any lattice that meets the stated conditions.

All numerical values are calculated from the stated model.
